# Weak and Strong Limits of the Mayadas–Shatzkes Grain-Boundary Resistivity, part 1

(Sections cited here and not found follow in the second part.)

## From boundary planes to the resistivity formula

A calculation of the resistance of a narrow polycrystalline line has to decide how grain boundaries enter. One may add a fixed boundary resistivity to the bulk value, which requires a slope, or evaluate the full Mayadas–Shatzkes formula for every mean free path and grain size. The choice depends on a single dimensionless number $a$, the boundary strength. With $\rho_0$ the bulk resistivity and $\rho$ the resistivity with boundaries, the formula is

$$\frac{\rho_0}{\rho}=3\left[\frac13-\frac a2+a^2-a^3\ln\left(1+\frac1a\right)\right]. \tag{1}$$

Its leading behaviour is

$$\frac{\rho}{\rho_0}\simeq 1+\frac{3a}{2}\quad(a\ll1),\qquad \frac{\rho}{\rho_0}\simeq\frac{4a}{3}\quad(a\gg1). \tag{2}$$

The second statement concerns a ratio: $\rho/\rho_0$ divided by $4a/3$ tends to 1. The difference between the two does not vanish but tends to $16/15$. An implementation that uses $4a/3$ as it stands therefore drops a constant, which matters until $a$ is quite large.

The limits are properties of (1), but their use depends on what $a$ means and on when (1) holds. Both follow from a derivation that starts with a single boundary.

### Model and units

The algebra uses atomic units, in which $\hbar$, the electron mass and the elementary charge equal 1. Velocity and wave vector are then numerically equal. Example energies are in eV and lengths in angstrom.

The conduction electrons form a degenerate gas with a spherical Fermi surface of radius $k_F$. The current flows along $x$, and $\mu=k_x/k_F$ is the cosine of the angle between an electron's velocity and the $x$ axis. Bulk scattering is isotropic, with relaxation time $\tau$ and mean free path $\lambda=k_F\tau$.

Each grain boundary is a flat plane normal to $x$, represented by the potential $S\,\delta(x-x_j)$. The positions $x_j$ are random and independent, with mean spacing $D$. A plane does not depend on $y$ or $z$, so it conserves the wave vector parallel to itself. Scattering at the outer surfaces of the line is left out.

Planes that contain the $x$ direction need no term. A smooth plane of this kind reverses a velocity component perpendicular to the current and leaves $k_x$ unchanged. Oblique planes, which occur in real polycrystals, do change $k_x$ and are left out of the model.

### Reflection by one plane

Because the parallel wave vector is conserved, the motion along $x$ separates and has energy $k^2/2$, with $k=|k_x|$. For a plane at $x=0$ the equation is

$$-\frac12\psi''+S\,\delta(x)\,\psi=\frac{k^2}{2}\psi .$$

Integrating over a vanishing interval around $x=0$ removes the right-hand side, since $\psi$ is finite, and leaves

$$\psi'(0^+)-\psi'(0^-)=2S\,\psi(0).$$

An electron arriving from the left has $\psi=e^{ikx}+re^{-ikx}$ for $x<0$ and $\psi=te^{ikx}$ for $x>0$. Continuity gives $t=1+r$. The derivative condition gives

$$ikt-ik(1-r)=2St .$$

Substituting $t=1+r$ turns the left side into $2ikr$ and the right side into $2S(1+r)$. Hence

$$r=\frac{S}{ik-S},\qquad t=1+r=\frac{ik}{ik-S}.$$

The reflection and transmission probabilities are

$$|r|^2=\frac{S^2}{k^2+S^2},\qquad |t|^2=\frac{k^2}{k^2+S^2}.$$

They add to 1, as current conservation requires. Let $R$ be the reflection probability at normal incidence, where $k=k_F$. Then

$$\frac{R}{1-R}=\frac{S^2}{k_F^2}. \tag{3}$$

The sign of $S$ drops out, so within this model an attractive plane reflects as strongly as a repulsive one. Reflection grows toward grazing incidence, because the motion normal to the plane becomes slow. At $k=|S|$ it has reached one half.

### The flip rate for many weak planes

With the parallel wave vector and the energy both conserved, elastic scattering by the planes can only turn $k_x$ into $-k_x$. The golden rule gives the rate $W$ of this flip when the planes reflect weakly.

Take a length $L$ containing $N=L/D$ planes, and plane waves normalized on $L$. The matrix element from $k$ to $-k$ is

$$M=\frac{S}{L}\sum_{j=1}^{N}e^{2ikx_j}.$$

Its square contains $N$ diagonal terms equal to 1 and $N(N-1)$ terms with two different planes. For independent, uniformly distributed positions, each of the latter averages to $|\langle e^{2ikx}\rangle|^2=\sin^2(kL)/(kL)^2$. Their sum, compared with $N$, is at most of order $N/(kL)^2=1/(k^2DL)$, which vanishes for a long sample. Thus

$$\langle|M|^2\rangle=\frac{S^2N}{L^2}=\frac{S^2}{LD}.$$

Regularly spaced planes would not permit this step, because their phases are correlated.

The final states have reversed $k_x$. Their number per unit wave number is $L/2\pi$, and $dk/d(k^2/2)=1/k$, so their density in energy is $L/(2\pi k)$. The golden rule gives

$$W=2\pi\,\frac{S^2}{LD}\,\frac{L}{2\pi k}=\frac{S^2}{D|k_x|}. \tag{4}$$

The same result follows from counting encounters. An electron meets $|k_x|/D$ planes per unit time, and each weak plane reflects it with probability $S^2/k_x^2$.

The addition of reflection probabilities was tested by following the complete wave through sets of randomly placed planes, much weaker than those of the example below. The mean reflection, divided by the sum of the single reflections, was 1.003 at $k_x=k_F$ and 0.997 at $k_x=k_F/2$. Both agree with 1 within the sampling noise.

### The kinetic equation and the factor of two

An electric field $E$ along $x$ exerts the force $-E$ on an electron. In the steady state the distribution $f$ obeys

$$-E\,\frac{\partial f}{\partial k_x}=C[f],$$

where $C$ is the rate of change due to collisions. To first order in $E$, the equilibrium distribution $f_0(\varepsilon)$ may be used on the left, with $\partial f_0/\partial k_x=k_F\mu\,\partial f_0/\partial\varepsilon$ at the Fermi surface. Write

$$f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi(\mu).$$

After division by $-\partial f_0/\partial\varepsilon$ the equation becomes

$$Ek_F\mu=-\frac{\phi(\mu)-\bar\phi}{\tau}-W(\mu)\left[\phi(\mu)-\phi(-\mu)\right]. \tag{5}$$

Here $\bar\phi$ is the average of $\phi$ over directions. Subtracting it makes the bulk collisions conserve the number of electrons. The last term contains the loss from $\mu$ and the gain from $-\mu$.

Split $\phi$ into even and odd parts. The drive is odd and $W$ is even. The even part of (5) therefore says that the even part of $\phi$ equals its own average. It is a constant, which would change the number of electrons, and is set to zero. For the odd part, $\bar\phi=0$ and $\phi(\mu)-\phi(-\mu)=2\phi(\mu)$. Hence

$$Ek_F\mu=-\left(\frac1\tau+2W\right)\phi .$$

The factor 2 appears because a flip removes an electron from one direction and also places it in the opposite one. With (4) and $|k_x|=k_F|\mu|$, the total relaxation rate is

$$\frac1{\tau^*(\mu)}=\frac1\tau+\frac{2S^2}{Dk_F|\mu|}=\frac1\tau\left(1+\frac a{|\mu|}\right). \tag{6}$$

Comparison of the two forms, with $\tau=\lambda/k_F$ and (3), gives

$$a=\frac{2\tau S^2}{Dk_F}=\frac{2\lambda S^2}{Dk_F^2}=\frac{2\lambda}{D}\,\frac{R}{1-R}. \tag{7}$$

The customary definition is $a=(\lambda/D)\,R_c/(1-R_c)$, without the 2. It gives the same $a$ if $R_c$ is treated as an effective parameter satisfying

$$\frac{R_c}{1-R_c}=\frac{2R}{1-R},\qquad R_c=\frac{2R}{1+R}.$$

The second form follows from the first by solving for $R_c$: the denominator is $(1-R)+2R=1+R$. A reflection probability computed at normal incidence belongs in (7), provided the plane conserves the parallel wave vector and its odds of reflection vary as $1/k_x^2$, as for the delta plane. A real boundary need not meet either condition. A coefficient fitted with the customary definition belongs in the customary definition. Mixing the two changes $a$ by a factor of 2 and leaves the functional form of (1) untouched.

### From the relaxation rate to the closed formula

The solution of the kinetic equation is $\phi=-Ek_F\mu\,\tau^*(\mu)$. With two spin states and electron charge $-1$, the current density is

$$j=-2\int\frac{d^3k}{(2\pi)^3}\,k_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi .$$

The radial integral of $k^2(-\partial f_0/\partial\varepsilon)$ equals $k_F^2/k_F=k_F$, and the azimuthal integral gives $2\pi$. Therefore

$$j=-\frac{k_F^2}{2\pi^2}\int_{-1}^{1}\mu\,\phi\,d\mu
=E\,\frac{k_F^3}{\pi^2}\int_0^1\mu^2\tau^*(\mu)\,d\mu .$$

The two minus signs cancel, so the current follows the field. Without boundaries $\tau^*=\tau$, and the conductivity is $\sigma_0=k_F^3\tau/(3\pi^2)=n\tau$, with $n=k_F^3/(3\pi^2)$ the electron density. Dividing by $\sigma_0$ and inserting (6) gives

$$\frac{\rho_0}{\rho}=\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^2}{1+a/\mu}\,d\mu=3\int_0^1\frac{\mu^3}{\mu+a}\,d\mu . \tag{8}$$

To integrate, divide the polynomials. Since $\mu^3+a^3=(\mu+a)(\mu^2-a\mu+a^2)$,

$$\frac{\mu^3}{\mu+a}=\mu^2-a\mu+a^2-\frac{a^3}{\mu+a}.$$

The four terms integrate to $1/3$, $-a/2$, $a^2$ and $-a^3\ln[(1+a)/a]$. This is (1).

### Numbers for a model metal

Take a Fermi energy $E_F=7.0$ eV and a plane strength $S=2.0$ eV Å as round model parameters. The Fermi wave number is then 1.3555 Å$^{-1}$. In ordinary units the dimensionless quantity $S/k_F$ is $mS/(\hbar^2k_F)$, and $\hbar^2k_F^2/m=2E_F$ converts it to

$$\frac{Sk_F}{2E_F}=\frac{2.0\times1.3555}{14.0}=0.1936 .$$

Its square is the odds of reflection, $R/(1-R)=0.0375$, so that $R=0.0375/1.0375=0.0361$. The customary definition would need $R_c=0.0698$ to describe the same planes.

Three combinations of mean free path and spacing give, from (7),

- $\lambda=400$ Å, $D=2000$ Å: $a=2\times0.2\times0.0375=0.0150$;
- $\lambda=400$ Å, $D=200$ Å: $a=2\times2\times0.0375=0.150$;
- $\lambda=40000$ Å, $D=200$ Å: $a=2\times200\times0.0375=15.0$.

For the second case the bracket in (1) is

$$0.33333-0.07500+0.02250-0.00687=0.27396 .$$

Three times this is 0.822, and its inverse is $\rho/\rho_0=1.217$. The other two cases give 1.022 and 21.06.

A direct numerical solution of (5), with the flips kept as separate gain and loss terms, reproduces all three values to the digits printed. This tests the factor 2 in (7) and the passage from (5) to (1). It does not test the assumptions behind (5).

## The two limits and their use in a calculation

The quantities carried over are these. The boundary strength is $a=(2\lambda/D)R/(1-R)$, where $\lambda$ is the bulk mean free path, $D$ the mean spacing of boundary planes normal to the current, and $R$ the reflection probability of one plane at normal incidence. An electron with direction cosine $\mu$ to the current relaxes at the rate $(1+a/|\mu|)/\tau$, with $\tau$ the bulk relaxation time. The ratio of bulk to total resistivity is

$$\frac{\rho_0}{\rho}=3\int_0^1\frac{\mu^3}{\mu+a}d\mu
=3\left[\frac13-\frac a2+a^2-a^3\ln\left(1+\frac1a\right)\right]. \tag{9}$$

Angle brackets below denote the average with weight $3\mu^2$ on $0<\mu<1$, whose total weight is 1. In this notation $\rho_0/\rho=\langle1/(1+a/\mu)\rangle$.

### Weak boundaries

Write the closed formula as $\rho_0/\rho=1-x$, with

$$x=\frac{3a}{2}-3a^2+3a^3\ell,\qquad \ell=\ln\left(1+\frac1a\right).$$

For small $a$, $x$ is small and $\rho/\rho_0=1+x+x^2+x^3+\dots$. The powers needed through order $a^3$ are

$$x^2=\frac{9a^2}{4}-9a^3+\dots,\qquad x^3=\frac{27a^3}{8}+\dots .$$

The coefficient of $a^2$ is $-3+9/4=-3/4$. That of $a^3$ is $3\ell-9+27/8=3\ell-45/8$. Since $\ell=\ln(1/a)+\ln(1+a)$ and the last term is of order $a$, the result is

$$\frac{\rho}{\rho_0}=1+\frac{3a}{2}-\frac{3a^2}{4}+a^3\left[3\ln\frac1a-\frac{45}{8}\right]+\dots \tag{10}$$

The first two corrections have a direct meaning. The average of $1/\mu$ is $3\int_0^1\mu\,d\mu=3/2$, so the leading correction is the mean boundary rate in units of $1/\tau$. The average of $1/\mu^2$ is 3, so the variance of $1/\mu$ is $3-9/4=3/4$. The second-order term is minus $a^2$ times this variance: because the rate differs between directions, the current shifts toward electrons that are scattered less.

The logarithm comes from grazing electrons. Expanding $1/(1+a/\mu)$ in powers of $a/\mu$ gives a third-order integral proportional to $\int d\mu/\mu$, which diverges at $\mu=0$. The expansion is not valid for $\mu\lesssim a$, and that region cuts the integral off, leaving $\ln(1/a)$. An ordinary power series in $a$ therefore fails at third order.

Truncating (10) brings little at moderate $a$. At $a=0.1$ the formula gives 1.1457, the linear law 1.1500, and the law with the quadratic term 1.1425. The quadratic term changes the sign of the error and reduces its size only from 0.0043 to 0.0032.

The resistivity formula has been derived from a model of weakly reflecting planes, and its weak-boundary expansion starts with the slope $3/2$ and acquires a logarithm at third order. What remains is the strong-boundary limit, bounds for every $a$, the choice of expression in a calculation, the extraction of $a$ from a measured resistivity, and the limits of the model.
